# When Scheil's additivity rule holds for nucleation and growth

## A case that can be seen through

Suppose that an amorphous material can form crystal nuclei at temperature $A$, where they do not grow, and can grow existing nuclei at temperature $B$, where no new ones form. Held at $A$ alone or at $B$ alone, it never crystallizes to any appreciable fraction. Both isothermal crystallization times are infinite.

Now hold it at $A$ for a time $t_A$ and then at $B$ for a time $t_B$. With nucleation rate $I_A$ per volume and growth speed $u_B$, there are $I_At_A$ nuclei per volume, each of radius $u_Bt_B$. While the grains are still far apart, the crystalline fraction is

$$X\simeq I_At_A\,\frac{4\pi}{3}(u_Bt_B)^3 .$$

In the reverse order, growth acts when there is nothing to grow, and $X$ stays negligible.

Scheil's rule estimates crystallization on a thermal path $T(t)$ by adding the fractions of isothermal time already spent. If $\tau(T)$ is the isothermal time to a chosen fraction $X_0$, the rule says that $X_0$ is reached when

$$S=\int\frac{dt}{\tau(T(t))}=1 .$$

In the case above $S=0$ on both paths, although one of them crystallizes. The sum also ignores the order of the holds, which here decides the outcome. The theorem states when these faults disappear, and which sign the error has when $I/u$ only falls or only rises along the path.

## Assumptions and theorem

The sample is large and starts fully amorphous, without nuclei. Nuclei appear at random, at rate $I(T)$ per untransformed volume and time. They start with negligible radius and grow as spheres at speed $u(T)$, the same for all grains, until they meet. Both rates are positive on the paths considered and follow the temperature without delay. Let $\rho=I/u$, and let $S$ be evaluated at the moment when $X_0$ is reached, with $0<X_0<1$. The path is taken to end at that moment, so in (b) $X_0$ is reached during the second hold.

**Theorem.**

(a) If $\rho$ is independent of temperature, then $S=1$ on every path and for every $X_0$. This is the isokinetic case.

(b) If $\rho(T_1)\ne\rho(T_2)$, then $S\ne1$ on every path made of a hold at $T_1$ followed by a hold at $T_2$, both of nonzero length.

(c) If $\rho$ never rises along the path and is not constant, then $S<1$. If it never falls and is not constant, then $S>1$.

By (a) and (b), the rule holds for all paths within a temperature range if and only if $I/u$ is constant there. A path on which $\rho$ both rises and falls may still give $S=1$ by cancellation.

## Lemma 1: the crystalline fraction

A nucleus born at $t'$ has at time $t$ the radius $R(t',t)=\int_{t'}^{t}u\,dt''$. Then

$$X=1-e^{-X_e},\qquad X_e(t)=\frac{4\pi}{3}\int_0^t I(t')\,R(t',t)^3\,dt'. \tag{1}$$

*Proof.* First let nuclei also appear inside crystal, at the same rate. Such a phantom nucleus, born at $t'$ at distance $d$ from the centre of a grain born at $t_i$, satisfies $d<R(t_i,t')$. Later its farthest point lies at distance

$$d+R(t',t)<R(t_i,t')+R(t',t)=R(t_i,t)$$

from that centre, so it stays inside the older grain and does not change the covered volume. The same triangle inequality covers grains that meet: if one grain blocks another on its way to a point, the blocking grain reaches that point first.

With phantoms included, births are independent and uniform in space. A given point is still amorphous at $t$ if no nucleus was born at any $t'$ within the distance $R(t',t)$. The number of such births is Poisson distributed with mean $X_e$, so the probability of none is $e^{-X_e}$. ∎

At constant temperature $R=u(t-t')$, and $\int_0^t(t-t')^3dt'=t^4/4$. Hence

$$X_e=\frac{\pi}{3}Iu^3t^4,\qquad \tau=\left(\frac{3X_{e0}}{\pi Iu^3}\right)^{1/4},\qquad X_{e0}=-\ln(1-X_0). \tag{2}$$

## Lemma 2: the Scheil sum in terms of growth distance

Use the growth distance $\theta=\int_0^t u\,dt'$ as a clock, with $\Theta$ its value when $X_0$ is reached. Define

$$F(\theta)=\int_0^\theta\rho^{1/4}d\theta',\qquad K=4\int_0^\Theta\rho(\theta')(\Theta-\theta')^3d\theta'.$$

Then $S^4=F(\Theta)^4/K$.

*Proof.* Since $I\,dt'=\rho\,d\theta'$ and $R=\Theta-\theta'$, equation (1) gives $X_{e0}=\pi K/3$. Since $Iu^3=\rho u^4$, equation (2) gives

$$\frac{dt}{\tau}=\left(\frac{\pi}{3X_{e0}}\right)^{1/4}\rho^{1/4}u\,dt=K^{-1/4}\rho^{1/4}\,d\theta .$$

Integration gives $S=K^{-1/4}F(\Theta)$. ∎

## Proof of (a): additivity

For constant $\rho$, $K=\rho\Theta^4$ and $F(\Theta)=\rho^{1/4}\Theta$, so $S=1$. ∎

The same result can be read from a rate equation. Here $X_e=a\theta^4$ with $a=\pi\rho/3$, so $dX_e/d\theta=4a\theta^3=4a^{1/4}X_e^{3/4}$. With $dX=(1-X)\,dX_e$ and $d\theta=u\,dt$,

$$\frac{dX}{dt}=u(T)\,g(X),\qquad g(X)=4a^{1/4}(1-X)\,[-\ln(1-X)]^{3/4}.$$

Temperature sets the pace, while the sequence of states is always the same. Separating variables shows that reaching $X_0$ costs a fixed growth distance $\int_0^{X_0}dX/g$, which equals $u\tau$ at every temperature. Adding $dt/\tau$ therefore adds fractions of that distance.

One additive case lies outside the theorem's assumptions. If $N$ nuclei per volume exist from the start and no others form, then $X_e=(4\pi/3)N\theta^3$. A given fraction again costs a fixed distance, and $S=1$ whatever the form of $u(T)$.

## Proof of (b): two holds

Let the holds last $t_1$ and $t_2$, with growth distances $a=u_1t_1$ and $b=u_2t_2$. Splitting the integral for $K$ at $\theta'=a$ gives

$$K=\rho_1\left[(a+b)^4-b^4\right]+\rho_2b^4 .$$

Define the shares $s_i=t_i/\tau_i$. Equation (2) gives $u_i\tau_i=(K/\rho_i)^{1/4}$, because $K=3X_{e0}/\pi$. Thus $a=s_1(K/\rho_1)^{1/4}$ and $b=s_2(K/\rho_2)^{1/4}$. Put $r=(\rho_1/\rho_2)^{1/4}$. Expanding the bracket and dividing by $K$, we meet

$$\frac{\rho_1a^3b}{K}=r\,s_1^3s_2,\qquad \frac{\rho_1a^2b^2}{K}=r^2s_1^2s_2^2,\qquad \frac{\rho_1ab^3}{K}=r^3s_1s_2^3,$$

and therefore

$$s_1^4+4r\,s_1^3s_2+6r^2s_1^2s_2^2+4r^3s_1s_2^3+s_2^4=1. \tag{3}$$

For $r=1$ the left side is $(s_1+s_2)^4$, which is Scheil's rule. In general, subtracting $S^4=(s_1+s_2)^4$ from both sides gives

$$1-S^4=4(r-1)s_1^3s_2+6(r^2-1)s_1^2s_2^2+4(r^3-1)s_1s_2^3 .$$

Every term has the sign of $r-1$. If the first hold is the richer in nucleation relative to growth, $r>1$ and $S<1$. In the opposite order $S>1$. ∎

Two limits show how large the error can be. For $r\to\infty$ at fixed $s_1<1$, the fourth term of (3) requires $4r^3s_1s_2^3<1$. Hence $s_2\to0$ and $S\to s_1$, which may be as small as one likes. On the other side, (3) implies $s_1^4+s_2^4<1$. Since $(s_1+s_2)^4\le8(s_1^4+s_2^4)$, two holds obey $S<8^{1/4}=2^{3/4}\approx1.68$. This limit is approached for $r\to0$ and $s_1=s_2=2^{-1/4}$.

## Proof of (c): monotonic paths

Let $w=\rho^{1/4}$ never rise with $\theta$. For $\theta'<\Theta$,

$$w(\theta')(\Theta-\theta')\ \ge\ \int_{\theta'}^{\Theta}w\,d\theta''=F(\Theta)-F(\theta').$$

Both sides are positive, so cubing keeps the inequality. Multiply by $4w(\theta')=4F'(\theta')$ and integrate:

$$K=4\int_0^\Theta w^4(\Theta-\theta')^3d\theta'\ \ge\ 4\int_0^\Theta F'(\theta')\,[F(\Theta)-F(\theta')]^3d\theta'=F(\Theta)^4 .$$

Lemma 2 then gives $S\le1$. If $w$ is not constant, there are interior points $p<q$ with $w(p)>w(q)$. For every $\theta'<p$ the first inequality is then strict, since $w(\theta')-w(\theta'')\ge w(p)-w(q)$ for all $\theta''>q$. Hence $S<1$. If $w$ never falls, the inequalities reverse. ∎

## Why the fraction does not fix the state

Differentiating (1) gives $dX_e/dt=4\pi u\int I R^2dt'$, because $R=0$ at the upper limit. Prepare a fraction $X$ by a hold of length $t_1$ at $T_1$, then switch to $T_2$. Just after the switch,

$$\frac{dX_e}{dt}=4\pi u_2\,\frac{I_1u_1^2t_1^3}{3}=4X_e\,\frac{u_2}{u_1t_1}.$$

Material brought to the same $X$ in a time $t_2$ at $T_2$ has the rate $4X_e/t_2$. The ratio of the two rates is $u_2t_2/(u_1t_1)$. By (2), $u_it_i=(3X_e/\pi\rho_i)^{1/4}$, so this ratio equals $r$.

The two samples have equal crystalline volume but different grain surface. This happens even though both isothermal curves have the same form, with Avrami exponent 4. A common exponent is therefore not enough for additivity.

## A phase-change film

Classical nucleation theory shows where the mismatch comes from. Let $\nu(T)$ be the atomic jump rate, $\lambda$ the jump length, $v$ the atomic volume, $\sigma$ the interface energy and $\Delta G=H(1-T/T_m)$ the driving force per volume. With Boltzmann's constant $k$, take

$$I=\frac{\nu}{v}e^{-W/kT},\qquad u=\lambda\nu\left(1-e^{-v\Delta G/kT}\right),\qquad W=\frac{16\pi\sigma^3}{3\Delta G^2}.$$

The mobility $\nu$ cancels from $I/u$. What remains is the nucleation barrier and the driving force for growth.

The parameters are round values: $T_m=900$ K, $H=5$ eV/nm³, $\sigma=0.5$ eV/nm², $v=0.03$ nm³, $\lambda=0.3$ nm and $\nu=1000\exp[-1900/(T-350)]$ per ns, with $T$ in K. Evaluated every 0.1 K from 450 to 890 K, $I/u$ falls throughout. Nucleation is fastest at 552 K and growth at 796 K. Take $X_0=1/2$, so $X_{e0}=\ln2$:

- at 560 K, $I=2.05\times10^{-5}$ nm⁻³ ns⁻¹, $u=0.0244$ nm/ns and $\tau=217$ ns;
- at 640 K, $I=5.93\times10^{-7}$ nm⁻³ ns⁻¹, $u=0.233$ nm/ns and $\tau=96.9$ ns.

The values of $I/u$ are $8.4\times10^{-4}$ and $2.5\times10^{-6}$ nm⁻⁴. Their ratio is about 330, and its fourth root is $r=4.26$.

**Low, then high.** Spend half the isothermal time at 560 K, which is 109 ns. Solving (3) with $s_1=0.5$ gives $s_2=0.1214$; the first four terms are $0.06+0.26+0.40+0.28$, and the fifth is negligible. The second hold lasts $0.1214\times96.9\approx11.8$ ns, where Scheil's rule asks for 48.5 ns. Thus $S=0.62$.

**High, then low.** After 48.5 ns at 640 K, use $1/r$ in (3). Then $s_2=0.927$, so the hold at 560 K lasts 201 ns instead of 109 ns, and $S=1.43$.

At shares other than those that complete $X_0$, the left side of (3) equals $X_e/X_{e0}$. For $s_1=s_2=0.5$, where Scheil's rule predicts half crystallization, it is 27 in the first order and 0.21 in the second. The material is then fully crystalline to within $10^{-8}$, or only 13% crystalline.

**Ramps.** At 0.3 K/ns ($3\times10^8$ K/s), equation (1) was summed over 2000 equal temperature steps between 450 and 890 K. On heating, half crystallization comes at 580 K, while Scheil's rule gives 589 K; $S=0.78$. On cooling it comes at 628 K instead of 652 K, and $S=1.82$. The latter exceeds 1.68, which is no contradiction, because that limit was derived for two holds.

## Neglected effects and real material

These parameters are meant for the rough regime of Ge₂Sb₂Te₅, which melts near 900 K and in memory cells crystallizes within roughly tens to hundreds of nanoseconds. They are not a fit to it. Real cells also have interfaces that assist nucleation and temperature gradients imposed by the heater, neither of which is sized here.

*Nucleation lag.* Rate equations for clusters that gain and lose single atoms, started from single atoms and followed to twice the critical size, give lags of 32 ns at 560 K and 6 ns at 640 K. These values depend on the size at which clusters are counted: from 1.5 to 5 times the critical size they run from 23 to 55 ns and from 4.5 to 9.6 ns. Let $I$ relax exponentially with these lags, and recompute the isothermal times in the same way. The two sums become 0.63 and 1.43. The ramp values given above carry no lag correction. At 0.3 K/ns the lag at 560 K corresponds to about 10 K, slightly more than the Scheil error of about 8 K on heating, so that error should not be carried over to a real film. Following the clusters through the heating ramp, with growth slowed by curvature and the isothermal times computed in the same way, gives $S$ of about 0.85 and a Scheil error of about 5 K.

*Thickness and small nuclei.* In a film 30 nm thick, counting only the part of each sphere inside it and using the average of $X_e$ over the thickness in $X=1-e^{-X_e}$, which is an approximation, the sums are 0.615 and 1.424, against 0.621 and 1.427 in bulk. Averaging $X$ itself over the depth leaves these digits unchanged. The critical radius rises from 0.53 to 0.69 nm on heating from 560 to 640 K; removing grains smaller than the latter at the switch gives 0.63 for the first order. The slower growth of grains only slightly larger than critical is left out. With lag and thickness together, and this removal in the first order, the sums are 0.63 and 1.43. Following the clusters through both holds with the rate equations, with growth slowed by curvature and in bulk, gives 0.65 and 1.41 instead. The sign and rough size of the error are robust, but the second decimal is uncertain by about 0.02.

*Latent heat.* With heat capacity $3k$ per atom, the heat released by full crystallization corresponds to a temperature rise of 580 K. Without heat loss, the model material would therefore reach its melting point before it had crystallized fully. This takes the full heat of fusion $H$ as released at every temperature; a real glass crystallizing far below $T_m$ releases less, so the heating values here lie on the high side. For the 30 nm film with both faces held at the set temperature and thermal diffusivity 200 nm²/ns, the fastest stage of the low-then-high path, at the rate calculated without self-heating, would warm the middle by about 18 K. Growth there is then 1.38 times faster. Applied to the whole second hold, this would shorten it to about 8.5 ns and lower $S$ to 0.59, with the isothermal times left unchanged. Faster growth also releases heat faster, while the peak warming acts only late in the hold and in the middle of the film. Solving the heat equation across the film with local kinetics gives up to 26 K in the middle, a second hold of 9.7 ns and $S=0.60$. A poorly cooled film would not follow the assumed temperature path at all.

*Quenched-in nuclei.* Melt-quenching at 50 K/ns would leave $3.5\times10^{-5}$ nuclei per nm³ if nucleation had no lag. The 560 K hold makes $2.2\times10^{-3}$ per nm³, so in this estimate without lag the first order is little affected: the quenched-in grains would add about 0.02 to $X_e$, against $\ln2=0.69$. In the reverse order the 640 K hold makes only $2.9\times10^{-5}$ per nm³, so quenched-in nuclei would matter if they survived. Most should not. They form mainly near 550 K, where the critical radius is about 0.52 nm, and grow on average by only about 0.02 nm during the quench. At 640 K they are below the critical radius of 0.69 nm and tend to shrink. In the cluster model about 8% survive, mostly those formed at higher temperature. The value 1.43 assumes that none do; 8% would lower it to 1.41 with the isothermal times unchanged, or to 1.42 with them recomputed. Nuclei that had grown past 0.69 nm beforehand, for example in a much slower quench, would lower it.
